\section*{Counting the Raman modes of tetragonal hafnia from site symmetry}

\section*{Question}

I have an exercise on tetragonal hafnia, HfO$_2$ in space group $P4_2/nmc$. It asks me to use site symmetry to show that the Raman modes are one $A_{1g}$, two $B_{1g}$ and three doubly degenerate $E_g$.

There are two formula units in the primitive cell, so I expect $3\times6=18$ modes. The hafnium part seems manageable, but I am stuck on oxygen. I took the $x$ displacements of all four oxygen atoms as one set, and the fourfold screw turned them into $y$ displacements, so the set does not close. I also do not see how the symmetry of one atom can tell me about the vibrations of the whole crystal. Finally, I have seen $B_{2g}$ where I expected $B_{1g}$. Is that a different result?

\section*{Answer}

Your oxygen set fails because the horizontal directions must be carried from atom to atom by the symmetry operations; they do not stay fixed as $x$ or $y$. Once that is done, each set of equivalent atoms can be counted from one of its sites, and the count is short. The $B_{2g}$ label comes from another choice of axes, as shown below.

I assume a perfect crystal, harmonic vibrations at the zone centre, and first-order, nonresonant Raman scattering with a symmetric polarizability tensor. The axes $x,y$ follow the edges of the primitive tetragonal cell and $z$ follows $c$.

\subsection*{The atoms and their site groups}

In fractions of the cell edges, put the atoms at
\begin{align}
\mathrm{Hf}_1&=(0,0,0), & \mathrm{Hf}_2&=(\tfrac12,\tfrac12,\tfrac12),\\
\mathrm{O}_1&=(0,\tfrac12,\zeta), & \mathrm{O}_2&=(0,\tfrac12,\zeta+\tfrac12),\\
\mathrm{O}_3&=(\tfrac12,0,-\zeta), & \mathrm{O}_4&=(\tfrac12,0,\tfrac12-\zeta),
\end{align}
with $\zeta=\tfrac14+\delta$ and a small $\delta>0$. Neighbouring oxygen columns are shifted in opposite directions along $c$. Useful operations are
\begin{align}
S_4&:(x,y,z)\to(y,-x,-z),\\
m_x&:(x,y,z)\to(-x,y,z),\\
i&:(x,y,z)\to(\tfrac12-x,\tfrac12-y,\tfrac12-z),\\
C_4&:(x,y,z)\to(\tfrac12-y,\tfrac12+x,\tfrac12+z).
\end{align}
The last one is the $4_2$ screw. Substitution shows that each maps the structure onto itself. For example, $C_4$ takes O$_1$ to O$_2$, $S_4$ takes it to O$_3$, and $i$ takes it to O$_4$.

At the zone centre all cells move alike, so a lattice translation does nothing to a displacement pattern. We may therefore work with operations modulo lattice translations. There are 16 of them, and they multiply like the point group $D_{4h}$.

All Hf atoms are equivalent, and so are all O atoms. The operations that return an atom to itself, modulo a lattice vector, form its site group $S$. If an orbit has $N$ atoms per cell, $|S|=16/N$:
\begin{equation}
|S_{\rm Hf}|=16/2=8,\qquad |S_{\rm O}|=16/4=4.
\end{equation}
For Hf the group is $D_{2d}$, containing $E$, $C_2$, two $S_4$, two mirrors $\sigma_v$ normal to the cell edges, and two diagonal twofold rotations $C_2''$. For O it is $C_{2v}$, containing $E$, $C_2$, $m_x$ and $m_y$.

\subsection*{Why one atom is enough}

Let $\Gamma$ be an irreducible representation of $D_{4h}$ with character $\chi_\Gamma$. Its multiplicity in a set of displacements with total character $\chi$ is
\begin{equation}
n_\Gamma=\frac1{16}\sum_g\chi_\Gamma(g)\,\chi(g),
\end{equation}
where all characters are real. An atom moved to another position gives an off-diagonal block and nothing to the trace. Hence $\chi(g)$ is a sum over unmoved atoms $j$ of the local character $\chi_j(g)$. Exchanging the two sums gives
\begin{equation}
n_\Gamma=\frac1{16}\sum_{j=1}^{N}\sum_{s\in S_j}
\chi_\Gamma(s)\,\chi_j(s).
\end{equation}
If $h$ carries atom 1 to atom $j$, then $S_j=hS_1h^{-1}$, and the local displacements are carried along by the same $h$. Characters do not change under conjugation, so all $N$ atoms give the same inner sum. With $N/16=1/|S|$,
\begin{equation}
n_\Gamma=\frac1{|S|}\sum_{s\in S}\chi_\Gamma(s)\,\chi_{\rm site}(s).
\label{eq:site}
\end{equation}
This is the link between one site and the whole crystal.

The characters needed are
\begin{equation}
\begin{array}{c|rrrrr}
 &E&C_2&2S_4&2\sigma_v&2C_2''\\ \hline
A_{1g},B_{2u}&1&1&1&1&1\\
A_{2g},B_{1u}&1&1&1&-1&-1\\
B_{1g},A_{2u}&1&1&-1&1&-1\\
B_{2g},A_{1u}&1&1&-1&-1&1\\
E_g,E_u&2&-2&0&0&0
\end{array}
\end{equation}
Each row holds one even and one odd representation, because these five classes do not distinguish them. Inversion is in neither site group: no atom sits on an inversion centre.

\subsection*{Hafnium}

Under the five classes in the table, a displacement of Hf along $z$ has characters $(1,1,-1,1,-1)$, since $S_4$ and $C_2''$ reverse $z$. This is the third row. For $B_{1g}$, and equally for $A_{2u}$, equation (\ref{eq:site}) gives
\begin{equation}
n=\frac{1+1+2(-1)^2+2(1)^2+2(-1)^2}{8}=1.
\end{equation}
The other rows are orthogonal to this one. For $A_{1g}$, for instance, the sum is $1+1-2+2-2=0$.

The pair $(x,y)$ has characters $(2,-2,0,0,0)$, so for $E_g$ or $E_u$
\begin{equation}
n=\frac{2\cdot2+(-2)(-2)}8=1.
\end{equation}
A one-dimensional representation gives $(2-2)/8=0$. Thus
\begin{equation}
\mathrm{Hf}:\quad z\to B_{1g}+A_{2u},\qquad (x,y)\to E_g+E_u.
\end{equation}

\subsection*{Oxygen, where the difficulty arose}

All four operations of the oxygen site group leave $z$ unchanged. The two mirrors belong to the class $\sigma_v$, so for a one-dimensional representation
\begin{equation}
n_\Gamma=\frac{1+1+2\chi_\Gamma(\sigma_v)}4
=\frac{1+\chi_\Gamma(\sigma_v)}2 .
\end{equation}
This is one when $\chi_\Gamma(\sigma_v)=1$, and zero when it is $-1$. For $E_g$ and $E_u$ the sum is $2-2+0=0$. Therefore
\begin{equation}
\mathrm{O}:\quad z\to A_{1g}+B_{1g}+A_{2u}+B_{2u}.
\end{equation}

Now start with $x$ on O$_1$. Its characters under $(E,C_2,m_x,m_y)$ are $(1,-1,-1,1)$. For a one-dimensional $\Gamma$ the two mirror terms cancel, and so do the first two terms. For $E_g$ or $E_u$,
\begin{equation}
n=\frac{2\cdot1+(-2)(-1)+0+0}{4}=1.
\end{equation}
Displacement $y$ has characters $(1,-1,1,-1)$ and gives the same result. Each horizontal direction thus contributes $E_g+E_u$.

The set generated from $x$ on O$_1$ is found by applying the operations. The screw carries it to $y$ on O$_2$, $S_4$ carries it to $-y$ on O$_3$, and inversion carries it to $-x$ on O$_4$. Apart from signs, the closed sets are
\begin{equation}
\{x_1,y_2,y_3,x_4\}\quad\text{and}\quad\{y_1,x_2,x_3,y_4\}.
\end{equation}
They have a simple geometric meaning. Each O has two short and two long bonds to Hf, lying in perpendicular vertical planes. For O$_1$ the short bonds go to Hf$_2$ and its periodic image, in the $xz$ plane. The first set contains the horizontal motions in the short-bond planes, and the second those in the long-bond planes.

\subsection*{Adding up and selecting the Raman modes}

The sum of all contributions is
\begin{equation}
\Gamma_{\rm all}=A_{1g}+2B_{1g}+3E_g+2A_{2u}+B_{2u}+3E_u .
\end{equation}
Its dimension is $1+2+6+2+1+6=18$, as required. A uniform translation along $z$ is $A_{2u}$, and the two horizontal translations form $E_u$. Removing these acoustic modes leaves 15 optical modes.

For a normal coordinate $Q$, first-order Raman scattering needs a nonzero $\partial\alpha_{ab}/\partial Q$, where $\alpha_{ab}$ is the polarizability. Since $\alpha_{ab}$ transforms like a product of two coordinates, $Q$ must share a representation with one of these products:
\begin{equation}
\begin{aligned}
x^2+y^2,\;z^2&: A_{1g}, & x^2-y^2&: B_{1g},\\
xy&: B_{2g}, & (xz,yz)&: E_g.
\end{aligned}
\end{equation}
No vibration here is $B_{2g}$, and the odd modes are excluded. Hence
\begin{equation}
\boxed{\Gamma_{\rm Raman}=A_{1g}+2B_{1g}+3E_g.}
\end{equation}
These are $1+2+3\cdot2=9$ modes at $1+2+3=6$ frequencies, unless two frequencies coincide by accident.

The remaining optical modes are $A_{2u}+2E_u$, which are infrared active, and a silent $B_{2u}$, which is active in neither first-order process.

\subsection*{A check without site groups}

The total character of an operation is the number of unmoved atoms times the trace of its $3\times3$ matrix. The nonzero values are
\begin{equation}
\begin{array}{c|rrrrr}
&E&C_2&2S_4&2\sigma_v&2C_2''\\ \hline
\text{unmoved atoms}&6&6&2&6&2\\
\chi&18&-6&-2&6&-2
\end{array}
\end{equation}
Projection on the Raman representations gives
\begin{align}
n_{A_{1g}}&=\frac{18-6-4+12-4}{16}=1,\\
n_{B_{1g}}&=\frac{18-6+4+12+4}{16}=2,\\
n_{E_g}&=\frac{2\cdot18+(-2)(-6)}{16}=3.
\end{align}
For $B_{2g}$ the sum is $18-6+4-12-4=0$. Inversion moves every atom, so its character is zero and the 18 modes split into nine even and nine odd ones. All nine even modes appear in the Raman list.

\subsection*{Is $B_{2g}$ a different answer?}

Pseudo-cubic axes are turned by $45^\circ$ about $c$:
\begin{equation}
X=\frac{x+y}{\sqrt2},\qquad Y=\frac{-x+y}{\sqrt2}.
\end{equation}
Since $x+y=\sqrt2X$ and $x-y=-\sqrt2Y$,
\begin{equation}
x^2-y^2=(x+y)(x-y)=-2XY .
\end{equation}
What is $B_{1g}$ in the primitive axes is therefore $B_{2g}$ in the pseudo-cubic axes. The vibration has not changed. In the same way, the silent $B_{2u}$ mode is called $B_{1u}$ in the turned axes.

The tensor shapes also suggest a measurement. In the primitive axes,
\begin{equation}
A_{1g}:\begin{pmatrix}p&0&0\\0&p&0\\0&0&q\end{pmatrix},\quad
B_{1g}:\begin{pmatrix}r&0&0\\0&-r&0\\0&0&0\end{pmatrix},
\end{equation}
while $E_g$ has only $xz$ and $yz$ elements, with their transposes. With incident and detected polarizations along $X$ and $Y$, $A_{1g}$ gives $(-p+p)/2=0$, whereas $B_{1g}$ gives $(-r-r)/2=-r$. Crossed polarizations along the diagonals thus separate the two types in an oriented single crystal.

\subsection*{What the oxygen shift does}

Let $\delta\to0$. The translation $T=(\frac12,\frac12,\frac12)$ then becomes a symmetry. It exchanges the two Hf atoms and maps O$_1$ to O$_3$ and O$_2$ to O$_4$. A mode odd under $T$ has $\alpha(Q)=\alpha(-Q)$, because translating a crystal does not change its polarizability. Its first derivative at $Q=0$ vanishes.

Which even-parity modes survive? Inversion requires opposite displacements on Hf$_1$ and Hf$_2$, but evenness under $T$ requires equal ones, so Hf is at rest. For oxygen, inversion gives $\mathbf u_4=-\mathbf u_1$ and $\mathbf u_3=-\mathbf u_2$, while $T$ gives $\mathbf u_3=\mathbf u_1$ and $\mathbf u_4=\mathbf u_2$. Together,
\begin{equation}
(\mathbf u_1,\mathbf u_2,\mathbf u_3,\mathbf u_4)
=(\mathbf u,-\mathbf u,\mathbf u,-\mathbf u).
\end{equation}
The vertical choice is one $B_{1g}$ mode and the two horizontal choices are one $E_g$ pair. If also $c=\sqrt2\,a$, the crystal is cubic fluorite, where $XY$, $XZ$ and $YZ$ are equivalent and these three modes share one frequency.

The $A_{1g}$ mode has the pattern $(+,+,-,-)$ along $z$. It changes $\delta$ itself. It is odd under $T$ at $\delta=0$, so its Raman activity there is lost. For nonzero $\delta$, $T$ turns the crystal with $(\delta,Q)$ into the one with $(-\delta,-Q)$. Its $\partial\alpha/\partial Q$ is therefore odd in $\delta$, and its intensity starts at order $\delta^2$ or higher.

\subsection*{A numerical example}

Take a model cell with $a=6.8$ and $c=9.8$ bohr, and $\delta=0.05$. The horizontal part of an Hf--O bond is $a/2=3.4$ bohr. The vertical parts are $(0.25\mp0.05)c=1.96$ and $2.94$ bohr, so
\begin{align}
r_{\rm short}&=\sqrt{3.4^2+1.96^2}=3.92\ \text{bohr},\\
r_{\rm long}&=\sqrt{3.4^2+2.94^2}=4.49\ \text{bohr}.
\end{align}
Atoms with the masses of Hf and O are joined by central springs. The Hf--O spring constant is 0.10 hartree/bohr$^2$ at 4 bohr and varies as $\exp[(4-r)/0.8]$ with the bond length $r$ in bohr; those for Hf--Hf and O--O pairs closer than 7.2 bohr are 0.02 and 0.01 in the same unit. A bond-polarizability model gives the Raman tensors: each Hf--O bond, of length $r$ in bohr and direction $\hat{\mathbf n}$, contributes $e^{s(r-4)}(\mathbf 1+b\,\hat{\mathbf n}\hat{\mathbf n}^{T})$ with the round values $s=1$ and $b=2$. The strength below is the sum of squared tensor elements per unit mass-weighted coordinate, including both members of a pair, relative to $A_{1g}$. It leaves out the factor $(n+1)/\omega$ of a measured Stokes intensity, with $n$ the thermal phonon number, which favours the low lines:
\begin{equation}
\begin{array}{c|r|l}
\text{level}&\text{cm}^{-1}&\text{strength}\\ \hline
E_g&146&0.0002\\
B_{1g}&232&0.005\\
E_g&430&0.51\\
A_{1g}&474&1\\
B_{1g}&488&0.15\\
E_g&616&0.002
\end{array}
\end{equation}
All six levels are active, but three are weaker than one per cent of the strongest. Symmetry says which lines are allowed, not which are easy to see. The largest strength here belongs to the $A_{1g}$ mode, whose strength vanishes at $\delta=0$: with these parameters a shift of 0.05 is enough to put it first. The order of strengths depends on the polarizability parameters, not on symmetry: at the same shift, $b=5$ puts the 430 cm$^{-1}$ pair first, and $s=0.25$ puts the 616 cm$^{-1}$ pair first. At $\delta=0$ the calculation retains one active $B_{1g}$ mode and one active $E_g$ pair, as derived above.

These frequencies and strengths illustrate the symmetry and are not predictions for hafnia. The springs were not fitted to its electronic structure, and the model omits the long-range electric field of polar vibrations. That field would shift the infrared modes whose dipole has a component along the wavevector; the even modes carry no dipole at the zone centre. The full list is in the numerical output.

\subsection*{When the count no longer applies}

The count needs this space group and a well-defined zone-centre wavevector. Disorder can admit modes from elsewhere in the zone, and second-order scattering involves pairs of phonons. In a phase without inversion symmetry, such as a ferroelectric one, the labels $g$ and $u$ no longer exist, so Raman and infrared activity need not exclude each other. The site argument still works there, but it must start again from the new space group and its occupied sites.

\section*{Numbers as computed}
\begin{verbatim}
Cell edges a, c (bohr): 6.8 9.8
Oxygen shift delta (fraction of c): 0.05
Operations, delta nonzero / zero (count): 16 / 32
Site-group orders Hf, O (count): 8 4
Translation of C4 (fractions): [0.5 0.5 0.5]
Translation of mirror normal z (fractions): [0.5 0.5 0.5]
Translation of mirror normal edge (fractions): [0. 0. 0.]
Translation of mirror diagonal (fractions): [0.5 0.5 0.5]
Short and long Hf-O bonds (bohr): 3.924 4.495
Class: size, fixed Hf, fixed O, total character (counts)
  E: 1, 2, 4, 18
  mirror normal z: 1, 0, 0, 0
  mirror normal edge: 2, 2, 4, 6
  C2 along edge: 2, 0, 0, 0
  C2: 1, 2, 4, -6
  inversion: 1, 0, 0, 0
  mirror diagonal: 2, 0, 0, 0
  C2 diagonal: 2, 2, 0, -2
  C4: 2, 0, 0, 0
  S4: 2, 2, 0, -2
Induced from Hf z: B1g + A2u
Induced from Hf x,y: Eg + Eu
Induced from O z: A1g + B1g + A2u + B2u
Induced from O horizontal, short-bond plane: Eg + Eu
Induced from O horizontal, long-bond plane: Eg + Eu
All modes: A1g + 2B1g + 3Eg + 2A2u + B2u + 3Eu
Acoustic modes: A2u + Eu
Symmetric tensor: 2A1g + B1g + B2g + Eg
Raman modes: A1g + 2B1g + 3Eg
Raman mode count / level count: 9 / 6
Masses Hf, O (u): [178.49   15.999]
Springs Hf-O at 4 bohr, Hf-Hf, O-O (hartree/bohr^2): 0.1 0.02 0.01
Level: degeneracy, frequency (cm^-1), relative Raman, relative IR
  A1g: 1, 474.0, 1.00e+00, 0.00e+00
  B1g: 1, 232.0, 4.61e-03, 0.00e+00
  B1g: 1, 488.1, 1.51e-01, 0.00e+00
  Eg: 2, 145.7, 2.20e-04, 0.00e+00
  Eg: 2, 430.4, 5.06e-01, 0.00e+00
  Eg: 2, 616.1, 1.80e-03, 0.00e+00
  A2u: 1, 0.0, 0.00e+00, 0.00e+00
  A2u: 1, 443.4, 0.00e+00, 9.68e-01
  B2u: 1, 534.3, 0.00e+00, 0.00e+00
  Eu: 2, 0.0, 0.00e+00, 0.00e+00
  Eu: 2, 362.0, 0.00e+00, 1.00e+00
  Eu: 2, 562.6, 0.00e+00, 9.36e-01
Active modes at delta=0, A1g, B1g, Eg (count): 0 1 2
\end{verbatim}
